\section*{Fermi-Referenced Core Binding Energies of Metals from Neutral Supercells}

\section{Core binding energies referenced to the Fermi level}

To compute a core-level binding energy in a metal, one must decide what to do with the electron taken out of the core. It can be removed from the supercell, which then carries a charge and needs a compensating background, or it can be put into the valence band at the Fermi level, so that the cell stays neutral. The second choice gives the binding energy that a spectrometer reads against the Fermi level, without a separate calculation of the work function. The reason is a statement about metals, and it fails when there is a gap.

\subsection{What the spectrometer measures}

Let $E(N)$ be the lowest energy of a piece of metal with $N$ electrons in total. Let $E^*(N)$ be its lowest energy with the same $N$ but with one electron missing from a chosen core level. The state $E^*(N)$ therefore has one more valence electron than $E(N)$. The nuclei are fixed, recoil is neglected, and the core hole is taken to live long enough to have a defined energy.

A photon of energy $h\nu$ ejects the core electron. For the fastest electrons of the main line, the system left behind is in its lowest core-hole state, with the valence electrons fully relaxed. With the energy of an electron at rest outside the sample as zero, energy conservation reads
\begin{equation}
h\nu+E(N)=E^*(N-1)+E_{\rm kin}.
\label{cons}
\end{equation}
The binding energy relative to the vacuum level is thus
\begin{equation}
E_B^V=h\nu-E_{\rm kin}=E^*(N-1)-E(N).
\label{ebv}
\end{equation}
Final states with additional valence excitations leave less kinetic energy. They form the tail and the satellites on the high-binding-energy side and do not enter (\ref{ebv}).

Sample and spectrometer are in electrical contact, so their Fermi levels coincide. The vacuum level lies $\phi$ above the common Fermi level at the sample and $\phi_{\rm spec}$ above it at the spectrometer. On its way the electron climbs the difference $\phi_{\rm spec}-\phi$ and loses that much kinetic energy:
\begin{equation}
E_{\rm read}=E_{\rm kin}-(\phi_{\rm spec}-\phi).
\label{read}
\end{equation}
The Fermi-referenced binding energy is defined by quantities known at the spectrometer. Inserting (\ref{read}) and then (\ref{ebv}) gives
\begin{align}
E_B^F&\equiv h\nu-E_{\rm read}-\phi_{\rm spec}\nonumber\\
&=h\nu-E_{\rm kin}-\phi=E_B^V-\phi .
\label{ebf}
\end{align}

\subsection{Eliminating the work function}

The work function of a metal is the least energy that takes one electron out of the neutral piece and leaves it at rest outside:
\begin{equation}
\phi=E(N-1)-E(N).
\label{phi}
\end{equation}
Subtracting (\ref{phi}) from (\ref{ebv}), the energy $E(N)$ cancels:
\begin{equation}
E_B^F=E^*(N-1)-E(N-1).
\label{charged}
\end{equation}
Both terms belong to a piece with the same charge $+e$. The vacuum level has dropped out, and so has the energy of charging the piece.

The size of that charging energy matters in finite systems. With Fermi smearing, $E$ stands for the Helmholtz free energy and is a smooth function of the mean electron number. It is the minimum of a functional under the constraint of fixed $N$, and the chemical potential $\mu$ is the Lagrange multiplier of the constraint. The derivative of a constrained minimum with respect to the constraint is the multiplier, hence
\begin{equation}
\frac{\partial E}{\partial N}=\mu(N),\qquad
\frac{\partial E^*}{\partial N}=\mu^*(N).
\label{janak}
\end{equation}
Define a capacitance $C$ by $\partial\mu/\partial N=e^2/C$. To leading order $\mu(N')=\mu(N)-(N-N')e^2/C$, and integration over the last electron gives
\begin{equation}
\phi=-\int_{N-1}^{N}\mu(N')\,dN'=-\mu(N)+\frac{e^2}{2C}.
\label{charging}
\end{equation}
For a macroscopic piece $C$ is large and $\phi=-\mu$. For a small one, combining $E_B^V$ with $-\mu(N)$ instead of (\ref{phi}) leaves an error $e^2/2C$ in $E_B^F$.

\subsection{From the charged to the neutral difference}

The neutral difference $E^*(N)-E(N)$ differs from (\ref{charged}) by
\begin{align}
D&=[E^*(N)-E(N)]-[E^*(N-1)-E(N-1)]\nonumber\\
&=[E^*(N)-E^*(N-1)]-[E(N)-E(N-1)]\nonumber\\
&=\int_{N-1}^{N}\left[\mu^*(N')-\mu(N')\right]dN'.
\label{D}
\end{align}
The second line regroups the four energies, and the third uses (\ref{janak}). So far this is an identity. The physics lies in showing that $D$ vanishes for a large metal.

Surround the core hole by a closed surface deep in the metal, many screening lengths away from it. The static field there is zero, so by Gauss's law the enclosed charge is zero. The valence electrons inside have increased by one, and the hole with its screening cloud is a neutral object. Any net charge of the piece sits at its outer surface.

Far from the hole the metal has its bulk density $\bar n$. In mean field, the chemical potential there is the electrostatic potential energy $v_{\rm in}$ of an electron in the interior plus a bulk quantity $\varepsilon_F(\bar n)$:
\begin{equation}
\mu=v_{\rm in}+\varepsilon_F(\bar n),\qquad
\mu^*=v^*_{\rm in}+\varepsilon_F(\bar n).
\label{plateau}
\end{equation}
The step from the vacuum to $v_{\rm in}$ is produced by the surface dipole and the surface charge. At equal total $N'$ the surface charge is the same with and without the hole, and the screened hole sends no field to the surface that could change the dipole. Hence $v_{\rm in}^*=v_{\rm in}$, so $\mu^*=\mu$, and (\ref{D}) gives
\begin{equation}
\boxed{\,E_B^F=E^*(N)-E(N)\quad\text{(large metal)}.}
\label{main}
\end{equation}

A second case shows what happens when screening is not enforced by electrostatics. Let the valence electrons not repel each other, and let the hole be a short-range attraction which, at fixed $\mu$, draws in $\Delta N$ electrons. The neutral final state contains one extra valence electron, so $1-\Delta N$ electrons are left over. They fill levels of the whole piece, whose density of states is $Mg$ for $M$ sites with $g$ states per site and energy. To leading order,
\begin{equation}
\mu^*-\mu=\frac{1-\Delta N}{Mg}.
\label{free}
\end{equation}
This still vanishes as $1/M$, provided $g\neq0$. With Coulomb repulsion $\Delta N=1$, and this term is absent.

If $g=0$ at the Fermi level, the argument fails. In an insulator $E^*(N)-E^*(N-1)$ is the energy of an electron added to the conduction band, or to a state bound to the core hole, while $E(N)-E(N-1)$ is that of an electron at the valence-band top. $D$ is then of the order of the gap, reduced by any binding to the hole. Equation (\ref{phi}) fails as well, because it gives the ionization threshold of the valence band, whereas the Fermi level may lie anywhere in the gap.

\subsection{Why a periodic supercell gives the same number}

A supercell has no surface and no vacuum level. To see that neither is needed, take a lattice model with one orbital per site, mean occupation $n_j$, and ionic charge $Z$ per site in units of $e$. Write $\delta_j=n_j-Z$, and let $\lambda$ be the number of core holes on site 0, varied continuously from 0 to 1. In the Hartree approximation the energy is the minimum over the valence state of
\begin{align}
E_\lambda={}&T-k_BT_eS+\varepsilon_a\sum_j n_j
+\frac12\sum_{ij}\delta_iK_{ij}\delta_j\nonumber\\
&+\lambda\Big(I_0-\sum_jW_j\delta_j\Big)+\frac{\lambda^2}{2}\xi .
\label{model}
\end{align}
Here $T$ is the hopping energy, $k_BT_e$ the smearing, $S$ the entropy in units of $k_B$, and $\varepsilon_a$ the site level. $K_{ij}$ is the valence repulsion, $W_j$ the attraction between hole and valence electrons, and $I_0$ the cost of removing the core electron with every valence occupation held at $n_j=Z$. The term with $\xi$ is the interaction of the hole with its periodic images and their background; it is zero for an isolated piece.

Neutrality requires $\sum_j\delta_j=\lambda$. In a periodic cell the Coulomb potential is fixed up to a constant $c$, which adds to $K_{ij}$, $W_j$ and $\xi$ alike. The energy changes by
\begin{equation}
\frac c2\Big(\sum_j\delta_j\Big)^2-\lambda c\sum_j\delta_j+\frac c2\lambda^2
=\frac c2\Big(\sum_j\delta_j-\lambda\Big)^2=0 .
\label{const}
\end{equation}
The neutral energy is therefore free of the arbitrary zero of potential.

Now raise $\lambda$ and the number of valence electrons together. Since $E_\lambda$ is a minimum, the response of the occupations contributes only through the constraint, which gives $\mu_\lambda$. The rest is the explicit derivative of (\ref{model}):
\begin{equation}
\frac{dE_\lambda}{d\lambda}=I_0+\mu_\lambda-u_\lambda,\qquad
u_\lambda=\sum_jW_j\delta_j-\lambda\xi .
\label{dl}
\end{equation}
Integrating from no hole to one hole,
\begin{equation}
E^*(N)-E(N)=I_0+\int_0^1(\mu_\lambda-u_\lambda)\,d\lambda .
\label{local}
\end{equation}
The quantity $u_\lambda$ is the electrostatic energy of an electron at the core site due to the displaced charge. For a core site deep inside, a surface dipole shifts $\mu_\lambda$ and $u_\lambda$ equally and cancels. The constant $c$ changes neither of them, because the cell is neutral. What remains is the Fermi level measured from the potential at the core site. By (\ref{plateau}) the Fermi level is tied to the potential of the surrounding bulk, and the difference between that potential and $u_\lambda$ is made by the screening cloud near the hole. An isolated piece and a periodic cell thus have the same limit, as long as the core site is many screening lengths from surfaces and images.

The charged cell can be judged in the same way. Its estimate of the binding energy is
\begin{align}
B_{\rm ch}&=E^*(N-1)+\mu(N)-E(N)\nonumber\\
&=[E^*(N)-E(N)]-\int_{N-1}^{N}[\mu^*(N')-\mu(N)]\,dN',
\label{chcell}
\end{align}
where all energies now refer to the cell. Let $w({\bf r})$ be the potential-energy well of the screened hole, which goes to zero away from it. If the potential is required to average to zero over the cell volume $\Omega$, the plateau outside the well is raised by $-\Omega^{-1}\int w\,d^3r$, and $\mu^*$ rises with it. The missing electron also lowers the mean valence density by $1/M$ per site, which shifts the levels by a further amount of order $1/M$. In a metal both errors vanish as the inverse cell volume, but the neutral cell does not have them.

\subsection{A model metal computed both ways}

The model (\ref{model}) is solved self-consistently on a simple cubic lattice with hopping 1.0~eV, lattice constant $a=4.0$~\AA\ and $Z=0.6$. Between different sites $K$ and $W$ are $e^2/r$ (Gaussian units), with $e^2/a=3.60$~eV; on the same site they are 8.0 and 9.0~eV. The other parameters are $\varepsilon_a=-3.0$~eV, $I_0=100$~eV and a smearing of 0.3~eV. Exchange, correlation and atomic relaxation are left out. Mean electron numbers may be fractional, and the free energies are written $F$ in the numerical output. Four decimals are kept below where small differences are taken; they describe the numerics of the model, not a real metal.

The vacuum road uses isolated cubes with $n$ sites per edge and the hole at the centre. For $n=11$, (\ref{ebv}), (\ref{phi}) and (\ref{ebf}) give
\begin{equation}
E_B^F=96.2666-4.4724=91.7942\ {\rm eV}.
\label{num}
\end{equation}
The neutral difference of the same cube is also 91.7942~eV. The remainder $D$ is 5.8~meV at $n=5$, 0.3~meV at $n=7$, and below 0.1~meV in magnitude for the two larger cubes. At $n=7$ the last electron changes the free energy by $-4.616201$~eV without the hole and by $-4.615893$~eV with it. The difference, 0.000308~eV, is $D$, and each value agrees with the integral of its chemical potential, as (\ref{janak}) demands.

The neutral periodic cell with $n=11$ gives 91.7948~eV, 0.6~meV above the cube. This closeness should not be taken as the accuracy. At $n=9$ cell and cube differ by $91.8035-91.7949=0.0086$~eV, and the cell result moves by 0.0087~eV from $n=9$ to $n=11$. The two roads agree to about 0.01~eV, and at the smearing of 0.3~eV the binding energy of the model is 91.79~eV to about that uncertainty. From $n=9$ to $n=11$ the cube result moves by only 0.0007~eV. In the periodic cells the Coulomb terms include all periodic images through Ewald sums, and each cell was sampled at a single Bloch vector. This sampling causes most of the scatter of the cell results: with a $2\times2\times2$ mesh of Bloch vectors the cells with $n=9$ and $n=11$ both give 91.7942~eV. The value also depends on the smearing; on that mesh the cell with $n=9$ gives 91.785~eV at a smearing of 0.15~eV, about 0.01~eV lower.

The charges lie where the argument puts them. In the cube with $n=11$, 0.76 of an electron gathers on the core-hole site and 1.000 within $3.5a$ of it. When an electron is removed from the cube without a hole, 0.999 of the missing charge is found in the outer two layers.

The charging energy is not small. With $-\mu(N)=4.2068$~eV in place of $\phi$, the cube with $n=11$ would give $96.2666-4.2068=92.0598$~eV, which is 0.27~eV above (\ref{num}). The capacitance of a conductor of fixed shape is proportional to its linear size, so the excess should fall roughly as the inverse edge. It falls from 0.4336~eV at $n=7$ to 0.2656~eV at $n=11$, a ratio of 1.63, while the inverse ratio of the edges is 1.57. An effective edge $n-x$ reproduces the ratio if
\begin{equation}
\frac{11-x}{7-x}=1.633,\qquad x=\frac{7\times1.633-11}{0.633}=0.68 .
\label{edge}
\end{equation}
The same $x$ predicts $10.32/4.32=2.39$ for the ratio between $n=5$ and $n=11$, where the computed energies give $0.6327/0.2656=2.38$. An edge somewhat shorter than $n$ is plausible, since the centres of opposite outer layers are $n-1$ lattice constants apart.

\subsection{Changing the surface, and opening a gap}

Raising the site level of the outermost layer by 1.5~eV drives electrons inward and leaves positive charge outside. This dipole lowers the work function of the cube with $n=9$ by 1.546~eV and $E_B^V$ by 1.547~eV. $E_B^F$ changes by less than 1~meV. With $h\nu=1000$~eV and $\phi_{\rm spec}=4.5$~eV, the kinetic energy just outside the sample rises from 903.678 to 905.226~eV. The spectrometer reads 903.705~eV before and 903.706~eV after, because (\ref{read}) takes the change back. Such a shift of the vacuum level thus does not appear in the Fermi-referenced energy of an atom deep in the metal. An atom in the surface layer is different: its own potential relative to the bulk changes, so its binding energy must be computed in a cell that contains the surface.

The role of the gap is isolated in a cube with $n=9$, no electron repulsion, a hole that lowers the central site by 2~eV, and a smearing of 0.02~eV. There are two electrons for each site of the sublattice that contains the centre. With equal site levels $D$ is zero to the four decimals printed. Equation (\ref{free}) only makes it of order $1/M$. The much smaller value here arises because $\Delta N$ is close to one. The Fermi level lies in a group of 25 degenerate levels at zero energy, each holding about one electron out of two. The hole pulls one of these levels down, and it fills with a second electron. With the smearing included, $\Delta N=0.98$. With 0.6 electrons per site the same cube has $\Delta N=1.97$ and $D=-4.4$~meV. Site levels of $-4$~eV on that sublattice and $+4$~eV on the other give energies $\pm\sqrt{4^2+s^2}$~eV, where $s$ is an energy, in eV, set by the hopping between the sublattices. No level of the cube without the hole lies between $-4$ and $+4$~eV. Now $D=7.78$~eV, and the neutral difference exceeds (\ref{charged}) by nearly the whole gap. Smearing lowers $D$ somewhat. An electron spread evenly over $G\gg1$ band-edge states has an entropy of about $1+\ln G$ in units of $k_B$, so $E^*(N)$ falls by $k_BT_e(1+\ln G)$, and $E(N-1)$, with its valence hole, falls likewise. Counting each state with its Boltzmann factor relative to the band edge gives an effective $G$ of about 80 at either edge. The two terms together are then 0.22~eV, which is the difference from 8~eV.

For a metal, the working rule is to compute the cell twice with the same number of electrons, once in its ground state and once with a core hole and the extra electron in the valence band. The difference is compared with $h\nu-E_{\rm read}-\phi_{\rm spec}$ at the threshold of the main line. The cell must be enlarged until the difference is stable, since (\ref{main}) is a statement about a hole whose screening cloud fits well inside the cell. The sampling of Bloch vectors and the smearing must be converged as well. The rule fixes the reference level only; the absolute value for a real metal still carries the errors of the energy functional and of the treatment of the core.

\section*{Numbers as computed}
\begin{verbatim}
hopping 1.0 eV, lattice constant 4.0 angstrom
e^2/a = 3.5999 eV
on-site repulsion 8.0 eV, core attraction 9.0 eV
valence electrons per site 0.6, smearing 0.3 eV
site level -3.0 eV, bare core cost 100.0 eV
Isolated cubes, energies in eV (n = sites per edge)
 n    EB_V      phi     EB_F   F*(N)-F(N)    D
 5   96.5486  4.7858   91.7628   91.7686   0.00581
 7   96.4207  4.6162   91.8045   91.8048   0.00031
 9   96.3217  4.5267   91.7949   91.7949  -0.00004
11   96.2666  4.4724   91.7942   91.7942   0.00002
Cubes: -mu(N) and charging energy phi + mu(N), eV
 5   4.1531   0.6327
 7   4.1826   0.4336
 9   4.1972   0.3295
11   4.2068   0.2656
charging energy ratio n=7 to n=11: 1.633
inverse edge ratio 11/7: 1.571
Neutral periodic supercells: F*(N)-F(N), eV
 5   91.8309
 7   91.8025
 9   91.8035
11   91.7948
n=11, EB_F(cube) - supercell: -0.00063 eV
n=7 cube, F change for last electron and integral of mu, eV
no core hole:   -4.616201 -4.616201
with core hole: -4.615893 -4.615893
n=11 cube, charges in electrons
screening charge on the core-hole site: 0.7568
screening charge within 3.5 a: 1.0001
missing electron, share in outer two layers: 0.9992
n=9 cube, outer-layer site level raised by 1.5 eV: changes in eV
phi -1.5463, EB_V -1.5472, EB_F -0.00087
photon 1000.0 eV, spectrometer work function 4.5 eV
clean: kinetic energy outside sample 903.6783 eV, read 903.7051 eV
altered: kinetic energy outside sample 905.2256 eV, read 903.7059 eV
Control without repulsion, n=9, smearing 0.02 eV, hole depth 2 eV
D without gap: 0.0000 eV
D with staggered levels +-4.0 eV: 7.7848 eV
\end{verbatim}
